The orbital susceptibility of Bloch electrons is not, in general, the Landau-Peierls Fermi-surface term summed over bands. In gapped graphene with the chemical potential in the gap, that sum vanishes at zero temperature, yet the Dirac electrons respond with

$$\chi=-\frac{g v^2}{12\pi\Delta},$$

where $v$ is the Dirac velocity, $\Delta$ half the gap and $g=4$ the number of spins times valleys. This diamagnetism grows as the inverse gap. As a function of chemical potential it tends to McClure's delta function, $-(gv^2/6\pi)\,\delta(\mu)$, when the gap closes.

Hartree atomic units are used, with $e=\hbar=k_B=1$. The susceptibility is $\chi=dM/dB$ per area at $B\to0$ and fixed $\mu$. Electrons are non-interacting, there is no disorder, and the Zeeman response of the spin is left out.

## The counter-example

**The belief.** With $\varepsilon_{xy}=\partial^2\varepsilon/\partial k_x\partial k_y$ and so on, the Landau-Peierls (LP) sum is

$$\chi_{LP}=\frac{g}{12}\sum_{\rm bands}\int\!\frac{d^2k}{(2\pi)^2}\,f'(\varepsilon)\left(\varepsilon_{xx}\varepsilon_{yy}-\varepsilon_{xy}^2\right).$$

At $T=0$ the factor $f'$ is $-\delta(\varepsilon-\mu)$. No state lies at $\mu$ inside a gap, so $\chi_{LP}=0$ there.

**The levels.** The two valleys have $H_\pm=v(\pm\pi_x\sigma_x+\pi_y\sigma_y)+\Delta\sigma_z$. For charge $-1$, $\boldsymbol\pi=\mathbf p+\mathbf A$ and $[\pi_x,\pi_y]=-iB$. The operator $a=(\pi_x-i\pi_y)/\sqrt{2B}$ then satisfies $[a,a^\dagger]=1$. With $c=v\sqrt{2B}$,

$$H_+=\begin{pmatrix}\Delta&ca\\ca^\dagger&-\Delta\end{pmatrix},\qquad H_-=\begin{pmatrix}\Delta&-ca^\dagger\\-ca&-\Delta\end{pmatrix}.$$

For $n\ge1$, $H_+$ maps the pair $(|n-1\rangle,0)$, $(0,|n\rangle)$ into itself, with diagonal elements $\pm\Delta$ and off-diagonal element $c\sqrt n$. The energies are $\pm E_n$, where

$$E_n=\sqrt{\Delta^2+2nBv^2}.$$

The state $(0,|0\rangle)$ is left over, at $-\Delta$. In $H_-$ the same argument gives $\pm E_n$ for $n\ge1$ and a left-over state $(|0\rangle,0)$ at $+\Delta$. Each level holds $B/2\pi$ states per area.

**The energy.** With $\mu$ in the gap at $T=0$, all negative levels are filled. The level $-\Delta$ is filled in one valley and has no counterpart in the other, so on average it counts one half:

$$U(B)=-\frac{gB}{2\pi}\left[\tfrac12E_0+\sum_{n\ge1}E_n\right].$$

The sea is unbounded, so a smooth energy cutoff far above $\Delta$ is understood. For a smooth function that dies out at large $n$, the Euler-Maclaurin formula reads

$$\tfrac12F(0)+\sum_{n\ge1}F(n)=\int_0^\infty\!F\,dn-\frac{F'(0)}{12}+\frac{F'''(0)}{720}-\dots$$

The integral is the field-free energy, because $E\,dE=Bv^2dn$ turns $(B/2\pi)\,dn$ into $E\,dE/(2\pi v^2)=k\,dk/2\pi$. For $F=-E_n$ the slope is $F'(0)=-Bv^2/\Delta$, hence

$$U(B)-U(0)=\frac{gB}{2\pi}\,\frac{Bv^2}{12\Delta}=\frac{gv^2B^2}{24\pi\Delta}.$$

The energy rises with field, and $\chi=-\partial^2U/\partial B^2$ is the stated result. The next term, $F'''(0)=-3(Bv^2)^3/\Delta^5$, changes the energy shift by the relative amount $-(Bv^2)^2/(20\Delta^4)$. The quadratic law is therefore accurate when $(Bv^2)^2\ll20\Delta^4$; at $Bv^2=\Delta^2$ the error is still only a few percent.

**Numbers.** Take the round parameters $v=0.4$ and $\Delta=0.005$ hartree. The full gap, 0.27 eV, is a model choice, since pristine graphene is gapless, and the result covers only the Dirac electrons. Then

$$\chi=-\frac{4\times0.16}{12\pi\times0.005}=-3.395\ \text{a.u.},$$

or $\mu_0\chi=-1.20\times10^{-13}$ m. An explicit sum over Landau levels at $B=3.125\times10^{-6}$ a.u. (0.735 T) agrees to better than 0.01%. The value is 128 times the Landau diamagnetism of free two-dimensional electrons of bare mass and two spins, $-1/(12\pi)$; the ratio is $gv^2/\Delta$. Halving or doubling the gap leaves the computed $\Delta\chi$ at $-0.01698$.

## Where the response in the gap comes from

The same number follows without Landau levels. Apply a static vector potential $A_y=A\cos qx$. Since $H$ is linear in momentum, the perturbation is $v\sigma_yA\cos qx$ and there is no $A^2$ term. The valence band is full and the conduction band empty, so the second-order energy contains only virtual transitions from valence to conduction states. Each of the two Fourier components has amplitude $A/2$, and they contribute equally:

$$\delta U=-\frac{gA^2}{2}\int\!\frac{d^2k}{(2\pi)^2}F(\mathbf k,q),\qquad
F=\frac{|\langle c,\mathbf k+\tfrac{\mathbf q}2|v\sigma_y|v,\mathbf k-\tfrac{\mathbf q}2\rangle|^2}{E_++E_-}.$$

Here $c$ and $v$ inside the brackets label the bands, $\mathbf q$ points along $x$, and $E_\pm$ is the positive energy at $\mathbf k\pm\mathbf q/2$.

A constant vector potential cannot change the energy, by gauge invariance. The value at $q=0$ is an artefact of cutting off the sea in $k$ and is subtracted. The field $B=-qA\sin qx$ has mean square $q^2A^2/2$, so $\delta U=-\tfrac12\chi\langle B^2\rangle=-\chi q^2A^2/4$. Therefore

$$\chi=\lim_{q\to0}\frac{2g}{q^2}\int\!\frac{d^2k}{(2\pi)^2}\left[F(\mathbf k,q)-F(\mathbf k,0)\right].$$

**The matrix element.** Let $\mathbf n$ and $\mathbf n'$ be the unit vectors along $(vk_x,vk_y,\Delta)$ at the two momenta. The projectors on the conduction and valence states are $\frac12(1+\mathbf n\cdot\boldsymbol\sigma)$ and $\frac12(1-\mathbf n'\cdot\boldsymbol\sigma)$. Conjugation with $\sigma_y$ reverses $\sigma_x$ and $\sigma_z$, so the trace gives

$$|\langle c|\sigma_y|v\rangle|^2=\tfrac12\left[1+n_xn_x'-n_yn_y'+n_zn_z'\right].$$

The other valley reverses both $n_x$ and $n_x'$ and gives the same.

**Expansion in $q$.** Put $\mathbf p=v\mathbf k$, $s=vq/2$, $E^2=\Delta^2+p^2$, $X=p_x^2/E^2$, $Y=p_y^2/E^2$, $\alpha=s^2/E^2$. From $E_\pm^2=E^2+s^2\pm2sp_x$, to first order in $\alpha$,

$$E_+E_-=E^2(1+\alpha-2\alpha X),\qquad E_++E_-=2E\left[1+\tfrac12\alpha(1-X)\right].$$

The second relation is the root of $(E_++E_-)^2=2E^2+2s^2+2E_+E_-$. The combination of unit vectors is

$$\frac{p_x^2-s^2-p_y^2+\Delta^2}{E_+E_-}=\frac{1-2Y-\alpha}{1+\alpha-2\alpha X}=1-2Y-\alpha-\alpha(1-2X)(1-2Y).$$

Adding 1 and halving gives $1-Y-\alpha(1-X-Y+2XY)$. Division by $E_++E_-$ adds $-\frac12\alpha(1-X)(1-Y)$ inside the bracket. With $d=\Delta^2/E^2=1-X-Y$, so that $(1-X)(1-Y)=d+XY$,

$$F(\mathbf k,q)-F(\mathbf k,0)=-\frac{v^2s^2}{2E^3}\left[\tfrac32d+\tfrac52XY\right].$$

The angular mean of $XY$ is $p^4/(8E^4)=(1-d)^2/8$. With $k\,dk=E\,dE/v^2$ and $\int_\Delta^\infty dE\,E^{-2}d^{\,j}=1/[(2j+1)\Delta]$,

$$\int\!\frac{d^2k}{(2\pi)^2}[F(q)-F(0)]=-\frac{s^2}{4\pi\Delta}\left[\frac12+\frac5{16}\left(1-\frac23+\frac15\right)\right]=-\frac{s^2}{6\pi\Delta}=-\frac{v^2q^2}{24\pi\Delta}.$$

Multiplication by $2g/q^2$ returns $-gv^2/(12\pi\Delta)$. Numerical integration with diagonalized $2\times2$ Hamiltonians at a small finite $q$ gives $-3.394$ a.u. The gap diamagnetism is an interband response: a field mixes conduction states into the filled band, although no electron can be moved at the Fermi energy.

## The correct statement

(a) For a one-band model, whose Hamiltonian in a field is exactly $\varepsilon(\boldsymbol\pi)$, symmetrically ordered, the LP term is the complete orbital susceptibility at finite temperature. A band of a multiband crystal that is merely separated from the others by a gap is not such a model: the field still mixes the bands.

(b) For the gapped Dirac bands the complete result is

$$\chi(\mu,T)=-\frac{gv^2}{12\pi\Delta}\left[f(-\Delta)-f(\Delta)\right],\qquad f(E)=\frac1{e^{(E-\mu)/T}+1}.$$

It differs from the LP sum both in the gap and in the metal.

**Proof of (a).** Represent operators by symbols, functions of $\mathbf k$ whose product reproduces $[\pi_x,\pi_y]=-iB$. To second order, the symmetrized product of $\varepsilon$ and $U$ is

$$\varepsilon U-\frac{B^2}{8}\left(\varepsilon_{xx}U_{yy}-2\varepsilon_{xy}U_{xy}+\varepsilon_{yy}U_{xx}\right).$$

Let $U(\tau)$ be the symbol of $e^{-\tau\varepsilon(\boldsymbol\pi)}$; then $-\partial_\tau U$ equals this product. Write $U=e^{-\tau\varepsilon}(1+B^2u)$ and $D=\varepsilon_{xx}\varepsilon_{yy}-\varepsilon_{xy}^2$. Using derivatives such as $\partial_y^2e^{-\tau\varepsilon}=(\tau^2\varepsilon_y^2-\tau\varepsilon_{yy})e^{-\tau\varepsilon}$,

$$\partial_\tau u=\tfrac18(\tau^2Q-2\tau D),\qquad Q=\varepsilon_{xx}\varepsilon_y^2-2\varepsilon_{xy}\varepsilon_x\varepsilon_y+\varepsilon_{yy}\varepsilon_x^2,$$

so $u=\tau^3Q/24-\tau^2D/8$. Now $Q=\nabla\varepsilon\cdot\mathbf W$ with $\mathbf W=(\varepsilon_{yy}\varepsilon_x-\varepsilon_{xy}\varepsilon_y,\ \varepsilon_{xx}\varepsilon_y-\varepsilon_{xy}\varepsilon_x)$. The third derivatives cancel in its divergence, which is $2D$. Integration by parts over the periodic Brillouin zone gives $\int e^{-\tau\varepsilon}Q=(2/\tau)\int e^{-\tau\varepsilon}D$. The trace per area becomes

$$\int\!\frac{d^2k}{(2\pi)^2}e^{-\tau\varepsilon}\left[1+B^2\tau^2D\left(\tfrac1{12}-\tfrac18\right)\right]=\int\!\frac{d^2k}{(2\pi)^2}e^{-\tau\varepsilon}\left[1-\frac{B^2\tau^2D}{24}\right].$$

The powers of $\tau$ give this relation for every polynomial in $\varepsilon$, and for a band of finite width smooth functions follow by approximation, with $\tau^2e^{-\tau\varepsilon}$ read as a second derivative. The function needed is $w(\varepsilon)=-T\ln(1+e^{(\mu-\varepsilon)/T})$, for which $w'=f$ and $w''=f'$. So $\Omega=g\int\frac{d^2k}{(2\pi)^2}[w-\frac{B^2}{24}f'D]$, and $-\partial^2\Omega/\partial B^2$ is the LP term.

A square lattice with one band, $g=1$, $\mu=-1.5$ and $T=0.5$, with the hopping and the lattice spacing as units, gives $0.00516$ both from its spectrum in a field and from LP. The value is positive: $D=4\cos k_x\cos k_y$ is negative on the half of the zone that surrounds the saddle points, and in this thermal window that half outweighs the rest, so LP can be paramagnetic.

**Proof of (b).** A level pair $\pm E$ contributes $-\mu+h(E)$ to the grand potential, with

$$h(E)=-E-T\ln\!\left(1+e^{(\mu-E)/T}\right)-T\ln\!\left(1+e^{-(\mu+E)/T}\right).$$

The two left-over levels, $-\Delta$ in one valley and $+\Delta$ in the other, form one such pair per two valleys. Hence $n=0$ again has weight one half. The $-\mu$ terms count half the states of the model, a number independent of $B$, and drop out. Differentiation gives

$$h'(E)=-1+f(E)+[1-f(-E)]=-[f(-E)-f(E)].$$

The slope in $n$ at $n=0$ is $h'(\Delta)Bv^2/\Delta$, and Euler-Maclaurin yields

$$\Omega(B)-\Omega(0)=\frac{gv^2B^2}{24\pi\Delta}[f(-\Delta)-f(\Delta)],$$

which proves (b). In the metal the level spacing must be small compared with $T$, so $B\to0$ is taken before $T\to0$; otherwise the levels are resolved and the smooth expansion fails.

## The metal and the band edge

For $|\mu|>\Delta$ and $T\to0$ both Fermi functions in (b) are equal, and the complete $\chi$ of the Dirac model vanishes. The LP term does not. With $E=\sqrt{\Delta^2+v^2k^2}$, the radial and tangential curvatures are $E''=v^2\Delta^2/E^3$ and $E'/k=v^2/E$, so $D=v^4\Delta^2/E^4$. Multiplication by $-g/12$ and the density $|\mu|/(2\pi v^2)$ gives

$$\chi_{LP}=-\frac{gv^2\Delta^2}{24\pi|\mu|^3},\qquad|\mu|>\Delta.$$

The terms missing from LP are thus paramagnetic here and cancel it. At $\mu=1.5\Delta$ and $T=0.1\Delta$ the level sum is $-0.023$ a.u., a thermal remnant, while LP gives $-0.539$.

Just above the band edge the cancellation can be read term by term. With $m=\Delta/v^2$, the conduction levels are $\Delta+nB/m$, starting at $n=1$ in one valley and $n=0$ in the other. Compared with the usual $(n+\frac12)B/m$ they are shifted by $\pm B/2m$, so the valleys carry moments of size $1/2m$. With density of states $gm/2\pi$, these give a Pauli term $(gm/2\pi)(1/2m)^2=g/8\pi m$. The LP term is $-g/24\pi m$ and the filled sea gives $-g/12\pi m$:

$$\frac{g}{\pi m}\left(\frac18-\frac1{24}-\frac1{12}\right)=0.$$

In the example these are $5.093$, $-1.698$ and $-3.395$ a.u. The program takes the moment from levels at a small finite field and finds $5.092$ for the first.

## Closing the gap

At any temperature $\int[f(-\Delta)-f(\Delta)]\,d\mu=2\Delta$, so

$$\int\chi\,d\mu=-\frac{gv^2}{6\pi}$$

for every gap of the Dirac model. A bounded tight-binding lattice differs: Peierls phases leave $\mathrm{Tr}\,H$ and $\mathrm{Tr}\,H^2$ unchanged, so its $\chi$ integrates to zero over all $\mu$, and the diamagnetic weight near $\mu=0$ is balanced by a paramagnetic response inside the bands. In the Dirac model at $T=0$ the whole weight lies in $|\mu|<\Delta$, and this plateau becomes McClure's delta function as $\Delta\to0$. The LP weight is $-(gv^2/24\pi)\,2\int_\Delta^\infty\Delta^2\mu^{-3}d\mu=-gv^2/24\pi$. It also contracts to $\mu=0$, but with one quarter of the correct strength.

At finite temperature the limit is regular. Since $[f(-\Delta)-f(\Delta)]/\Delta\to-2f'(0)$, which is $1/(2T)$ at $\mu=0$, the gapless value is $\chi=-gv^2/(24\pi T)$. For $T=0.001$ hartree (316 K) it is $-8.488$ a.u., and the level sum agrees.

## What a lattice changes

A honeycomb lattice with staggered site energies $\pm\Delta$ has a bounded spectrum and needs no cutoff. For one spin, with hopping and bond length as units, $v=3/2$ and $g=2$, so the Dirac formula predicts $\Delta\chi=-0.1194$. The energy of the filled band in weak fields gives $\chi=-0.508$ at $\Delta=0.2$, where the Dirac value is $-0.597$. The difference is a paramagnetic contribution of about $0.09$, which hardly changes up to $\Delta=0.4$. Extrapolating $\Delta\chi$ to $\Delta=0$ gives $-0.1196$, within 0.3% of the prediction.

The inverse-gap term is therefore not a product of the unbounded sea, but it is the leading term for small gaps and not the whole lattice susceptibility. The vanishing of LP in a gap holds for any insulator at $T=0$; the size and sign of what remains depend on its bands and wavefunctions. The numerical output lists the computed values.

## Values computed for the example and the checks

```
velocity v = 0.4 a.u.; degeneracy g = 4
half-gap D = 0.005 hartree = 0.1361 eV
band-edge mass D/v^2 = 0.03125 a.u.
field in level sum = 3.1250e-06 a.u. = 0.735 T
-- chemical potential in mid-gap, chi in a.u.
Landau-level sum       = -3.39513
interband response     = -3.39446
formula -g v^2/(12piD) = -3.39531
Landau-Peierls at T = D/40: -1.3e-17
mu0*chi (level sum) = -1.2023e-13 m
free 2D electrons, Landau term, spin 2: -0.02653 a.u.
ratio gap value / free value = 128.0
D = 0.0025 hartree: chi = -6.79026 a.u., D*chi = -0.016976 a.u.
D = 0.0050 hartree: chi = -3.39513 a.u., D*chi = -0.016976 a.u.
D = 0.0100 hartree: chi = -1.69757 a.u., D*chi = -0.016976 a.u.
-- metal: mu = 0.0075, T = 0.0005 hartree, chi in a.u.
full, level sum = -0.02261
full, formula   = -0.02272
Landau-Peierls  = -0.53909
full minus Landau-Peierls = 0.51648
-- band edge, T -> 0, chi in a.u.
valley moment = 15.9992 a.u.
Pauli term of valley moments = 5.09245
Landau-Peierls term = -1.69765
filled sea = -3.39513
sum of the three = -0.00033
-- integral of chi over mu, a.u.
full, level sums = -0.033949
formula -g v^2/(6pi) = -0.033953
Landau-Peierls = -0.008488
ratio Landau-Peierls / full = 0.2500
-- zero gap, mu = 0, T = 0.001 hartree = 315.8 K
chi level sum = -8.48826 a.u.
chi formula   = -8.48826 a.u.
-- square lattice, one band, mu = -1.5, T = 0.5 (hopping units)
chi from spectrum in field = 0.005162
chi Landau-Peierls         = 0.005158
-- honeycomb lattice, one spin, filled band (hopping, bond units)
D = 0.2: chi lattice = -0.50780, Dirac = -0.59683
D = 0.3: chi lattice = -0.30958, Dirac = -0.39789
D = 0.4: chi lattice = -0.21104, Dirac = -0.29842
D*chi extrapolated to D = 0: -0.11961
Dirac coefficient: -0.11937
```
